# Cooling Rate and Vortex Density in Hexagonal Manganites: A Kibble–Zurek Estimate

## Question

A hexagonal manganite crystal is cooled through its structural transition at 1 K/min, and a second, identical crystal at 100 K/min. Vortex lines of the order parameter remain in both and appear as points on a cut surface. By what factor do their areal densities differ, if the transition has the three-dimensional XY exponent $\nu=0.672$ and the dynamic exponent $z=2$? How does the factor depend on the assumptions?

## Answer

Kibble–Zurek scaling gives $n\propto r^{2\nu/(1+z\nu)}$ for the areal density $n$ at cooling rate $r$. The exponent is 0.573, so a hundredfold faster cooling raises the density about fourteenfold. This holds if the vortex network keeps the length at which the order parameter fell out of equilibrium, or a fixed multiple of it. If the network instead coarsens freely down to a fixed temperature, the factor tends to 100.

### Why a ferroelectric has XY vortices

The primary order is a trimerization of the lattice, with amplitude $Q$ and phase $\phi$. The polarization $P$ is secondary: it has no instability of its own and is driven by the trimerization. The part of the Landau energy density that contains $P$ is, to leading order,

$$
E=\frac a2P^2-gPQ^3\cos3\phi ,\qquad a>0 .
$$

Setting $\partial E/\partial P=aP-gQ^3\cos3\phi$ to zero gives $P=(g/a)Q^3\cos3\phi$. Substituted back, the first term becomes $+g^2Q^6\cos^2 3\phi/(2a)$ and the second $-g^2Q^6\cos^2 3\phi/a$. With $\cos^2 3\phi=(1+\cos6\phi)/2$ their sum is

$$
E_{\min}=-\frac{g^2Q^6}{2a}\cos^23\phi=-\frac{g^2Q^6}{4a}\,(1+\cos6\phi).
$$

The trimerization alone can add a further term proportional to $Q^6\cos6\phi$; it is assumed here not to reverse the sign of the anisotropy. The minima then lie at $\phi=m\pi/3$ with $m=0,\dots,5$, and the sign of $P$ there is $(-1)^m$ for $g>0$. Around a vortex $\phi$ winds by $2\pi$, so six domains meet there with alternating polarization.

The phase first enters at order $Q^6$. Compared with the isotropic quartic term, this anisotropy falls as $Q^2$ when $Q\to0$, so in mean-field power counting the phase becomes free at the transition temperature $T_c$. That the sixfold term is also irrelevant at the three-dimensional XY critical point is an established result, used here as an input together with $\nu$. The value $z=2$ describes an order parameter that relaxes without a conservation law; it is a close approximation.

### The freeze-out length

Let $\varepsilon=|T-T_c|/T_c$ and let $t$ be the time remaining until $T_c$ is reached. For linear cooling at rate $r$,

$$
\varepsilon=\frac{t}{\tau_Q},\qquad \tau_Q=\frac{T_c}{r}.
$$

In equilibrium the correlation length and relaxation time grow as

$$
\xi=\xi_0\varepsilon^{-\nu},\qquad \tau=\tau_0\left(\frac{\xi}{\xi_0}\right)^{z}=\tau_0\varepsilon^{-z\nu}.
$$

Far from $T_c$ the system relaxes faster than the temperature changes, and it follows equilibrium. It can no longer do so once the relaxation time equals the time left, $\tau=t=\hat t$:

$$
\hat t=\tau_0\left(\frac{\hat t}{\tau_Q}\right)^{-z\nu}
\;\Rightarrow\;
\hat t^{\,1+z\nu}=\tau_0\,\tau_Q^{z\nu}.
$$

Dividing both sides by $\tau_Q^{1+z\nu}$ gives the reduced temperature at freeze-out, and from it the length:

$$
\hat\varepsilon=\frac{\hat t}{\tau_Q}=\left(\frac{\tau_0}{\tau_Q}\right)^{1/(1+z\nu)},\qquad
\hat\xi=\xi_0\hat\varepsilon^{-\nu}=\xi_0\left(\frac{\tau_Q}{\tau_0}\right)^{\nu/(1+z\nu)} .
$$

A criterion $\tau=c\,t$ with another constant $c$ would multiply $\hat\xi$ by a number independent of $r$.

The sharp criterion can be replaced by an equation of motion. Let $S$ be the long-wavelength fluctuation strength, which is proportional to $\xi^2$ if the small anomalous dimension is neglected. With time in units of $\tau_0$, now counted so that $T_c$ is crossed at $t=0$ and $t<0$ before that,

$$
\frac{dS}{dt}=-2\left(\frac{-t}{\tau_Q}\right)^{2\nu}S+2 .
$$

Put $t=\lambda s$ and $S=\lambda\sigma$. The equation becomes $d\sigma/ds=-2\lambda^{1+2\nu}\tau_Q^{-2\nu}(-s)^{2\nu}\sigma+2$. The choice $\lambda=\tau_Q^{2\nu/(1+2\nu)}$ removes $\tau_Q$, so $S(0)\propto\tau_Q^{2\nu/(1+2\nu)}$, in agreement with $\hat\xi^2$ at $z=2$. Direct integration for $\tau_Q=10^4$ and $10^6$, started in equilibrium at $\varepsilon=1$, gives a ratio of 14.02. This tests the freeze-out argument; the exponents themselves are put in.

### From a length to an areal density

A line defect crosses a plane at points. If the only length in the network is $\hat\xi$, the number of crossings per area must be $n=f/\hat\xi^2$ with a pure number $f$. Vortices and antivortices are counted together. Close to $T_c$ the field also contains many small thermal vortex loops, whose density is set by the microscopic length and hardly depends on the rate; the law refers to the long-wavelength network that remains once these are disregarded. In a hexagonal crystal the correlation length differs along and across the axis, so $f$ also depends on the orientation of the cut, which must be the same for both crystals.

A Gaussian random field shows what size $f$ may have. Let $\psi=u+iv$, where $u$ and $v$ are independent with variance $\sigma^2$ and normalized correlation $\exp(-R^2/2\xi^2)$ at distance $R$. Vortices are the zeros of $\psi$ in the plane, with density

$$
n=\big\langle\delta(u)\,\delta(v)\,|u_xv_y-u_yv_x|\big\rangle .
$$

The Jacobian makes each zero count once. At a given point the gradients are independent of the field, because the correlation has zero slope at $R=0$. Its curvature there gives each gradient component the variance $s^2=\sigma^2/\xi^2$. The three factors needed are:

- The delta functions give the probability density at the origin, $1/(2\pi\sigma^2)$.
- The length of $\nabla u$, a two-component Gaussian vector, has mean $s\sqrt{\pi/2}$.
- The component of $\nabla v$ perpendicular to $\nabla u$ has mean magnitude $s\sqrt{2/\pi}$.

The Jacobian is the product of the last two quantities, with mean $s^2$. Hence

$$
n=\frac{1}{2\pi\sigma^2}\,\frac{\sigma^2}{\xi^2}=\frac{1}{2\pi\xi^2}\approx\frac{0.159}{\xi^2}.
$$

Counting phase windings on planes through random three-dimensional fields gave $n\xi^2=0.155$ for $\xi=3$ grid spacings and 0.158 for $\xi=6$. The inverse-square law is thus confirmed for lines cut by a plane. The prefactor belongs to this field; the real network after the quench need not share it. It cancels from the ratio if it is the same at both rates.

### The factor

Combining the two laws,

$$
n=\frac{f}{\xi_0^2}\left(\frac{\tau_0\,r}{T_c}\right)^{2\nu/(1+z\nu)},\qquad
\frac{2\nu}{1+z\nu}=\frac{1.344}{2.344}=0.5734 ,
$$

$$
\frac{n_{\rm fast}}{n_{\rm slow}}=100^{0.5734}=10^{1.147}\approx14.0 .
$$

The mean spacing shrinks by the square root, 3.74. The microscopic quantities $\xi_0$, $\tau_0$ and $T_c$ have dropped out, which makes the ratio more reliable than either density.

The dependence on the exponents is mild. Taking $z=2.02$ gives 13.8. Mean-field behaviour, $\nu=1/2$ and $z=2$, gives the exponent $1/2$ and a factor of 10.

### A second case: exponents that emerge from the dynamics

The scaling can also be examined in a model where $\nu$ is not put in. In the limit of many order-parameter components, the fluctuation strength $S_k$ at wavenumber $k$ obeys, in dimensionless units,

$$
\frac{dS_k}{dt}=-2(k^2+R)S_k+2,\qquad R=\rho(t)+u\int\!\frac{d^3k}{(2\pi)^3}\,S_k ,
$$

where $\rho$ is lowered linearly in time, $u$ is the interaction strength and $R$ is the self-consistent gap. In equilibrium $S_k=1/(k^2+R)$ and $\xi=R^{-1/2}$. Criticality means $R=0$, so $\rho_c=-u\int d^3k/[(2\pi)^3k^2]$, with a cutoff understood. Subtracting this from the equation for $R$, and using $1/(k^2+R)-1/k^2=-R/[k^2(k^2+R)]$,

$$
R=(\rho-\rho_c)-uR\int\!\frac{d^3k}{(2\pi)^3}\frac{1}{k^2(k^2+R)}
=(\rho-\rho_c)-\frac{u\sqrt R}{4\pi}.
$$

The last step uses $\int_0^\infty dk/(k^2+R)=\pi/(2\sqrt R)$, valid when $\sqrt R$ is far below the cutoff. Near the transition $R\ll u\sqrt R/4\pi$, so $\sqrt R\propto\rho-\rho_c$ and $\xi\propto\varepsilon^{-1}$. This model therefore has $\nu=1$. With $z=2$ the areal exponent should be $2/3$.

The equations were integrated for $\tau_Q=10^5$ and $10^7$, and the length was read from the half-width of $S_k$. The exponent of $1/L^2$ against cooling rate came out as follows:

- at $T_c$: 0.667;
- at $3\hat t$ after the crossing: 0.666;
- at a fixed temperature, $\varepsilon=0.2$ below $T_c$: 0.998.

The first two values confirm the scaling. The third shows what coarsening does when it runs to a fixed temperature. This model tests lengths, since vortex lines are absent when the number of components is large.

### Coarsening decides whether the factor survives

After freeze-out, vortex lines can shorten and annihilate. For diffusive growth with $z=2$ the natural diffusivity is $D=\xi_0^2/\tau_0$. Suppose it stays constant over a temperature window $\Delta T$ below $T_c$, which lasts a time $\Delta T/r$. With a growth coefficient of one, assumed for a size estimate,

$$
L^2=\hat\xi^2+D\frac{\Delta T}{r}.
$$

At freeze-out $\hat t=\tau_0(\hat\xi/\xi_0)^2$, so $D=\hat\xi^2/\hat t$. Writing $\Delta\hat T=r\hat t=\hat\varepsilon T_c$ for the temperature offset at freeze-out,

$$
L^2=\hat\xi^2\left(1+\frac{\Delta T}{\Delta\hat T}\right),\qquad
\frac{n_{\rm fast}}{n_{\rm slow}}=14.0\;\frac{1+\Delta T/\Delta\hat T_{\rm slow}}{1+\Delta T/\Delta\hat T_{\rm fast}} .
$$

If $\Delta T$ is much smaller than both offsets, or is the same multiple of each, the factor stays at 14. If $\Delta T$ is fixed and much larger than both, $L^2\to D\Delta T/r$, the density becomes proportional to $r$, and the factor tends to 100.

### Numbers for a rough YMnO₃-like crystal

Take $T_c\approx1250$ K and $\xi_0\approx0.5$ nm, both rough. The quench times are $\tau_Q=75\,000$ s at 1 K/min and 750 s at 100 K/min. Assume a density of 0.01 per µm² after slow cooling, that is, a mean spacing of 10 µm. Then

$$
n_{\rm fast}=14.0\times0.01\ \mu{\rm m}^{-2}\approx0.14\ \mu{\rm m}^{-2},
$$

and the spacing falls to about 2.7 µm. A square of side 100 µm would hold about 100 vortices in the slow crystal and 1400 in the fast one.

The absolute density is much less certain. A soft-mode time $\tau_0=1$ ps gives

$$
\hat\xi_{\rm slow}=0.5\ {\rm nm}\times(7.5\times10^{16})^{0.2867}\approx34\ \mu{\rm m},
$$

and, with $f=0.159$, a density of $1.3\times10^{-4}$ per µm², some 75 times below the assumed one. To reproduce 0.01 per µm² the model needs an effective time of about 1.8 ns. That time is a fit parameter and may absorb a wrong prefactor or other neglected physics. Both times are kept below, because the neglected effects depend on them.

**Coarsening.** With $\xi_0$ as the amplitude of the XY law, the offsets are 0.08 mK (slow) and 0.56 mK (fast) for 1 ps, and 2.0 mK and 14 mK for the effective time. Free coarsening over just 1 mK turns the factor 14 into 69 in the first case and 20 in the second. These values use the growth coefficient of one assumed above. An initially uncorrelated Gaussian field that spreads by diffusion alone has $\xi^2=4Dt$, which suggests a coefficient nearer four. That coefficient belongs to the second-moment length, which is also larger than $\hat\xi$ at $T_c$: keeping $k^2$ in the relaxation equation gives $L^2=4D\langle s\rangle$, where the age $s$ of a fluctuation has weight $\exp[-2(s/\hat t)^{1+2\nu}/(1+2\nu)]$, so $\langle s\rangle\approx0.57\,\hat t$ and $L^2\approx2.3\,\hat\xi^2$. The law $L^2=2.3\,\hat\xi^2+4D\Delta T/r$ gives factors of about 79 and 24. The additive form is only an interpolation when the window is comparable to the offsets, so the 1 mK values are rough. Over 1 K the factor becomes 100 and 99 with a coefficient of one. All these are bulk estimates. With a coefficient of one, the mean spacing after slow cooling would be about 0.3 mm (1 mK) and 10 mm (1 K) for 1 ps, and 0.2 mm (1 K) for the effective time. Such spacings exceed the thickness of the plate considered below, and 10 mm may exceed the whole crystal, which could then hold no vortices at all. Coarsening is the largest correction estimated here, and the scaling argument does not show that coarsening stops early enough. With the effective time and a coefficient of one, 1 K of free coarsening would multiply $L^2$ in the slow crystal by $1+1000/1.95\approx500$.

**Heat flow.** In a plate of half-thickness $b$ and thermal diffusivity $\alpha$, whose faces follow the ramp, steady cooling requires $\alpha\,\partial^2T/\partial x^2=-r$. With $x$ measured from the centre,

$$
T(x)-T_{\rm face}=\frac{r(b^2-x^2)}{2\alpha},\qquad
v_{\rm front}=\frac{r}{|\partial T/\partial x|}=\frac{\alpha}{|x|} .
$$

The front of the transition is slowest at the faces. For $b=50$ µm and $\alpha=1$ mm²/s its speed there is 20 mm/s at either cooling rate. Regions choose their phases independently if the front moves much faster than $\hat\xi/\hat t$. Otherwise the ordered region can pass its phase on to the region ordering next, which lowers the density. For the effective time $\hat\xi/\hat t$ is at most 0.13 mm/s, and the condition is met. For 1 ps it is 7.3 mm/s in slow cooling; the front is less than three times faster, so independence is not assured. In fast cooling it is 27 mm/s, and the condition fails near the faces. Both densities may then be lowered, and the factor is uncertain.

These front speeds include only the gradient set up by the cooling itself. A furnace gradient of 1 K/cm would limit the slow front to 0.17 mm/s. That is only about five times $\hat\xi/\hat t$ for the effective time, so a somewhat lowered density cannot be excluded, and it is far below $\hat\xi/\hat t$ for 1 ps. For 1 ps the mean vortex spacing after slow cooling would also be 86 µm, close to the plate thickness of 100 µm, so the bulk scaling law is itself doubtful in that case.

**Furnace ripple.** An oscillation of amplitude $A$ and period $p$ adds a rate of up to $2\pi A/p$. For 10 mK and 10 s this is 6.3 mK/s, against 16.7 mK/s for slow cooling and 1667 mK/s for fast. If both crossings fall at the steepest moment, the factor drops to

$$
\left(\frac{1667+6.3}{16.7+6.3}\right)^{0.5734}\approx11.7 .
$$

If the slow crystal instead crosses at the opposite phase of the ripple, its local cooling is slower and the factor rises to about 18. Above an amplitude of 26.5 mK at this period the slow ramp is no longer monotonic, and $T_c$ may be crossed more than once.

**Width of the critical region.** XY exponents apply where fluctuations dominate. For two components the Gaussian free energy per volume is $k_BT\int d^3k/(2\pi)^3\ln(k^2+\varepsilon/\xi_0^2)$. Its most singular contribution to the heat capacity comes from two derivatives with respect to $\varepsilon$:

$$
C_{\rm fl}=\frac{k_B}{\xi_0^4}\int\!\frac{d^3k}{(2\pi)^3}\frac{1}{(k^2+\varepsilon/\xi_0^2)^2}
=\frac{k_B}{8\pi\xi_0^3\sqrt{\varepsilon}} .
$$

The integral equals $1/(8\pi\sqrt m)$ for $m=\varepsilon/\xi_0^2$. Equating $C_{\rm fl}$ to a mean-field jump of $k_B$ per volume $w$ gives

$$
\varepsilon_G=\left(\frac{w}{8\pi\xi_0^3}\right)^2 .
$$

With an assumed $w=0.06$ nm³, $\varepsilon_G\approx4\times10^{-4}$. Fast freeze-out with the effective time occurs at $1.1\times10^{-5}$, well inside. But $\varepsilon_G$ varies as $\xi_0^{-6}$. At a given density the effect is seen best by comparing lengths. Outside the critical region $\xi=\xi_0\varepsilon^{-1/2}$, so XY behaviour begins once the correlation length reaches about

$$
\xi_G=\xi_0\,\varepsilon_G^{-1/2}=\frac{8\pi\xi_0^4}{w}.
$$

This is 0.03 µm for $\xi_0=0.5$ nm and 0.4 µm for $\xi_0=1$ nm, both below the fast freeze-out length of 1.1 µm that belongs to the assumed density. The crossover is gradual, however: an interpolation $\xi=\xi_0\varepsilon^{-1/2}[1+(\varepsilon_G/\varepsilon)^{\Delta}]^{(\nu-1/2)/\Delta}$ with $\Delta$ between 0.5 and 1 leaves the factor near 14 for $\xi_0=0.5$ nm but lowers it to about 13 to 13.6 for $\xi_0=1$ nm. For $\xi_0=2$ nm it would be about 7 µm, above even the slow freeze-out length of 4 µm, and the factor would shift towards the mean-field value of 10. The freeze-out value of $3.1\times10^{-5}$ printed below for $\xi_0=1$ nm extends the XY law beyond $\varepsilon_G$, where it does not hold, so it does not show that freeze-out lies outside the critical region.

The same $\xi_0$ has been used in the XY and mean-field laws. They join at $\varepsilon_G$ only if the XY law has the amplitude $\xi_0\varepsilon_G^{\nu-1/2}$, which is $0.26\,\xi_0$ for $\xi_0=0.5$ nm. At the assumed density this multiplies the effective time and the offsets by $0.26^{1/\nu}\approx0.13$. They become about 0.24 ns, 0.26 mK (slow) and 1.8 mK (fast), and free coarsening over 1 mK would give a factor of 44 instead of 20. Over 1 K it would multiply $L^2$ in the slow crystal by about 3900 instead of 500. The speed $\hat\xi/\hat t$ rises nearly eightfold, so a furnace gradient of 1 K/cm would then be too steep for independent ordering in slow cooling. For a fixed $\tau_0$ of 1 ps, the same correction shortens the slow freeze-out length from 34 to about 19 µm, raises the slow density to about $4\times10^{-4}$ per µm², and raises $\hat\xi/\hat t$ to about 13 mm/s (slow) and 49 mm/s (fast). The Kibble–Zurek factor of 14 is unchanged, but the times and offsets are only rough estimates.

### What this means for a real crystal

Hexagonal manganites do retain vortex patterns at room temperature, with spacings that can be of micrometre size, so the assumed slow density is a reasonable scale. The millikelvin offsets are the demanding part of the model. A high-temperature furnace can easily fluctuate by more than 10 mK, and composition can shift $T_c$ from place to place by more than the offset. The assumption most open to doubt is that coarsening ends early. If the effective time is right, patterns as dense as the assumed one require line motion much slower than the constant-$D$ estimate; pinning is a possible cause, but that is a conjecture here. The density alone does not settle the matter: with 1 K of free coarsening, a $\tau_0$ of about 1 µs for a growth coefficient of one, or 4 µs for a coefficient of four, would give the same slow density, and the factor would then be far above 14.

Fourteen is therefore the Kibble–Zurek value for two otherwise identical crystals under uniform, monotonic cooling, with freeze-out inside the XY region and coarsening that preserves the scaling. Measurements at several rates would separate the cases better than one pair: a slope near 0.57 of $\log n$ against $\log r$ is compatible with the frozen network but does not prove it, and a slope near 1 points to coarsening down to a fixed temperature. These are not the only outcomes: measurements on hexagonal manganites have reported a density that levels off or falls at fast cooling, which none of the models here describes, so 100 K/min need not lie in the scaling range of a real crystal. The numerical output below lists the values for both choices of $\tau_0$.

## Numbers as computed

```
nu = 0.672, z = 2, cooling speed-up = 100
length exponent nu/(1+z nu) = 0.2867
areal exponent = 0.5734
density factor = 14.02; length factor = 3.74
factor, relaxation with imposed XY gap = 14.02
large-N areal exponent at Tc = 0.6669
large-N areal exponent at 3 t_hat = 0.6660
large-N areal exponent at fixed T = 0.9981
large-N predicted exponent (nu=1) = 0.6667
large-N largest mesh shift, 120 to 160 nodes = 0.344 %
counted n*xi^2: 0.1551 (xi=3), 0.1581 (xi=6)
Gaussian-field n*xi^2 = 0.1592
Tc = 1250 K, xi0 = 0.5 nm, rates = 1 and 100 K/min
quench times Tc/rate = 75000 s and 750 s
density slow, fast = 0.0100, 0.1402 per um2
mean spacing n^-1/2 slow, fast = 10.00, 2.67 um
plate thickness = 100 um, thermal diffusivity = 1.0 mm2/s
thermal front speed at the faces = 20.0 mm/s
[soft-mode] tau0 = 1 ps
  slow: xi_hat = 34.42 um, t_hat = 4.74 ms, eps = 6.32e-08, offset = 0.079 mK
  slow: xi_hat/t_hat = 7.26 mm/s, n = 0.000134 per um2
  fast: xi_hat = 9.19 um, t_hat = 0.338 ms, eps = 4.51e-07, offset = 0.564 mK
  fast: xi_hat/t_hat = 27.2 mm/s, n = 0.00188 per um2
  factor if coarsening runs 1 mK: 69.0; 1 K: 100.0
[effective] tau0 = 1840 ps
  slow: xi_hat = 3.99 um, t_hat = 117 ms, eps = 1.56e-06, offset = 1.95 mK
  slow: xi_hat/t_hat = 0.0341 mm/s, n = 0.01 per um2
  fast: xi_hat = 1.07 um, t_hat = 8.35 ms, eps = 1.11e-05, offset = 13.9 mK
  fast: xi_hat/t_hat = 0.128 mm/s, n = 0.14 per um2
  factor if coarsening runs 1 mK: 19.8; 1 K: 98.8
centre-to-face lag, slow = 0.0208 mK
centre-to-face lag, fast = 2.08 mK
ripple 10 mK, period 10 s: factor can fall to 11.7
ripple amplitude whose rate equals slow cooling = 26.5 mK
assumed heat-capacity jump = 1 kB per 0.06 nm3
xi0 = 0.5 nm: critical width = 3.6e-04, fast freeze-out eps = 1.1e-05
xi0 = 1.0 nm: critical width = 5.7e-06, fast freeze-out eps = 3.1e-05
factor, mean field nu=0.5 z=2 = 10.00
factor, nu=0.672 z=2.02 = 13.81
```
